# Equilibrium oxygen exchange limited by dissociative adsorption on two empty sites: test program

```python
"""
Result under test: for O2 + 2 empty sites <-> 2 adatoms at equilibrium, the
one-way dissociation rate per area is
    R = k p / (1 + sqrt(K p))**2 ,
linear in p at low coverage and equal to k/K at high coverage.
p: O2 pressure; k: bare-surface rate per area and pressure; K: adsorption
constant; theta = sqrt(Kp)/(1+sqrt(Kp)): coverage; beta = 1/(kB T).
All internal quantities are in atomic units; conversions are made for printing.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import gammaln

# ---------- units ----------
hartree_J = sc.physical_constants["Hartree energy"][0]
bohr_m = sc.physical_constants["Bohr radius"][0]
time_s = sc.physical_constants["atomic unit of time"][0]
eV = sc.e / hartree_J
nm = 1e-9 / bohr_m
second = 1.0 / time_s
torr = sc.torr * bohr_m**3 / hartree_J
kB = sc.k / hartree_J
rate_unit = 1.0 / (nm**2 * second)          # one event per nm^2 per s

# ---------- inputs (rough or round model values) ----------
temperature = 623.0
mass = 32.0 * sc.atomic_mass / sc.m_e       # O2 molecule
bond_length = 0.121 * nm
omega_gas = 0.20 * eV                       # O2 vibrational quantum
omega_ad = 0.05 * eV                        # each of three adatom modes
E_ads = 1.35 * eV                           # released per O2, ground to ground
E_barrier = 0.90 * eV
s0 = 0.1                                    # reactive fraction above barrier
site_density = 5.0 / nm**2
film_thickness = 50.0 * nm
oxygen_density = 60.0 / nm**3
donor_density = 1e-3 / nm**3                # 1e18 per cm^3
permittivity = 10.0
band_bending = 1.0 * eV
beta0 = 1.0 / (kB * temperature)
rot_constant = 1.0 / (2.0 * (mass / 4.0) * bond_length**2)


def thermal_length(beta):
    return np.sqrt(2 * np.pi * beta / mass)


def q_mode(beta, omega):
    return 1.0 / (1.0 - np.exp(-beta * omega))


def q_internal(beta):
    return 3.0 * q_mode(beta, omega_gas) / (2.0 * rot_constant * beta)


def constants_kK(beta):
    k = s0 * np.exp(-beta * E_barrier) * np.sqrt(beta / (2 * np.pi * mass))
    K = (beta * thermal_length(beta)**3 * q_mode(beta, omega_ad)**6
         * np.exp(beta * E_ads) / q_internal(beta))
    return k, K


def coverage(p, K):
    return np.sqrt(K * p) / (1 + np.sqrt(K * p))


def one_way_rate(p, k, K):
    return k * p / (1 + np.sqrt(K * p))**2


k0, K0 = constants_kK(beta0)

# ---------- test: master equation on a ring, no coverage assumed ----------
n_ring = 10
n_states = 2**n_ring
ads, des, hop = (np.zeros((n_states, n_states)) for _ in range(3))
for state in range(n_states):
    for i in range(n_ring):
        pair = (1 << i) | (1 << ((i + 1) % n_ring))
        occupied = state & pair
        target = state ^ pair
        if occupied == 0:
            ads[target, state] += 1
        elif occupied == pair:
            des[target, state] += 1
        else:
            hop[target, state] += 1

# every second site filled: pair events cannot act, only hopping can
alternating = sum(1 << i for i in range(0, n_ring, 2))
assert ads[:, alternating].sum() + des[:, alternating].sum() == 0
assert hop[:, alternating].sum() > 0

# pair events and hops keep the parity of the adatom number; start is empty
even = [s for s in range(n_states) if bin(s).count("1") % 2 == 0]
block = np.ix_(even, even)
ads_e, des_e, hop_e = ads[block], des[block], hop[block]
k_ring, kd_ring, hop_rate = 1.3, 0.5, 0.7
K_ring = k_ring / kd_ring


def ring_rate(p):
    W = k_ring * p * ads_e + kd_ring * des_e + hop_rate * hop_e
    G = W - np.diag(W.sum(axis=0))
    G[0] = 1.0
    rhs = np.zeros(len(even))
    rhs[0] = 1.0
    prob = np.linalg.solve(G, rhs)
    return k_ring * p * (ads_e.sum(axis=0) @ prob) / n_ring


ring_error = 0.0
for p in (0.1, 0.5, 3.0):
    y = np.sqrt(K_ring * p)
    finite_size = abs((1 - y) / (1 + y))**(n_ring - 2)
    deviation = abs(ring_rate(p) / one_way_rate(p, k_ring, K_ring) - 1)
    assert deviation < finite_size + 1e-8   # bound from the finite ring
    ring_error = max(ring_error, deviation)
    order = np.log(ring_rate(1.01 * p) / ring_rate(p / 1.01)) / (2 * np.log(1.01))
    assert abs(order - (1 - coverage(p, K_ring))) < 0.01
assert abs(ring_rate(1e-6) / (k_ring * 1e-6) - 1) < 0.01
assert abs(ring_rate(1e6) / kd_ring - 1) < 0.01

# ---------- tests: partition functions by explicit level sums ----------
J = np.arange(1, 400, 2)                    # odd J only for spinless nuclei
rot_sum = np.sum((2 * J + 1) * np.exp(-beta0 * rot_constant * J * (J + 1)))
assert abs(rot_sum * 2 * rot_constant * beta0 - 1) < 3e-3
box = 200.0
levels = np.arange(1, 20001)
box_sum = np.sum(np.exp(-beta0 * (np.pi * levels / box)**2 / (2 * mass)))
assert abs(box_sum / (box / thermal_length(beta0) - 0.5) - 1) < 1e-6
v = np.arange(200)
assert abs(np.exp(-beta0 * omega_ad * v).sum() / q_mode(beta0, omega_ad) - 1) < 1e-9

# ---------- test: coverage from a closed box of gas and sites ----------
sites, gas_target = 40000, 30000
molecules = gas_target + sites // 4
j = np.arange(sites // 2 + 1)               # dissociated molecules
for p_target in (0.1 * torr, 10 * torr, 500 * torr):
    volume = gas_target / (beta0 * p_target)
    z_gas = volume * rot_sum * 3 * q_mode(beta0, omega_gas) / thermal_length(beta0)**3
    log_w = (gammaln(sites + 1) - gammaln(2 * j + 1) - gammaln(sites - 2 * j + 1)
             + 6 * j * np.log(q_mode(beta0, omega_ad)) + j * beta0 * E_ads
             + (molecules - j) * np.log(z_gas) - gammaln(molecules - j + 1))
    weight = np.exp(log_w - log_w.max())
    mean_j = (weight * j).sum() / weight.sum()
    p_box = (molecules - mean_j) / (beta0 * volume)
    # tolerance covers the classical rotor and the finite box
    assert abs(2 * mean_j / sites / coverage(p_box, K0) - 1) < 3e-3

# ---------- test: activated impact rate by quadrature ----------
v_min = np.sqrt(2 * E_barrier / mass)
v_th = 1 / np.sqrt(beta0 * mass)
flux_integral = quad(lambda u: u * np.exp(-u * u / 2) / np.sqrt(2 * np.pi),
                     v_min / v_th, v_min / v_th + 12, epsabs=0, epsrel=1e-10)[0]
assert abs(s0 * beta0 * v_th * flux_integral / k0 - 1) < 1e-7

# ---------- test: apparent activation energy ----------


def mean_vib(omega):
    return omega / np.expm1(beta0 * omega)


heat_Q = E_ads + 3.5 / beta0 - 6 * mean_vib(omega_ad) + mean_vib(omega_gas)


def apparent_energy(p):
    return E_barrier - 0.5 / beta0 + coverage(p, K0) * heat_Q


for p in (0.01 * torr, 10 * torr, 760 * torr):
    b1, b2 = beta0 * (1 - 1e-4), beta0 * (1 + 1e-4)
    slope = -(np.log(one_way_rate(p, *constants_kK(b2)))
              - np.log(one_way_rate(p, *constants_kK(b1)))) / (b2 - b1)
    assert abs(slope / apparent_energy(p) - 1) < 1e-5

# ---------- test: width of the crossover ----------
x_linear = (1 / np.sqrt(0.9) - 1)**2
root_linear = brentq(lambda x: one_way_rate(x, 1, 1) / x - 0.9, 1e-8, 1)
root_plateau = brentq(lambda x: one_way_rate(x, 1, 1) - 0.9, 1, 1e6)
assert abs(root_linear / x_linear - 1) < 1e-6
assert abs(root_plateau * x_linear - 1) < 1e-6

# ---------- test: tracer exchange with a finite incorporation rate ----------
p_air, p_top = 150 * torr, 760 * torr
R_air, R_top = one_way_rate(p_air, k0, K0), one_way_rate(p_top, k0, K0)
film_oxygen = film_thickness * oxygen_density
layer_oxygen = site_density * coverage(p_air, K0)
for ratio in (0.3, 3.0, 19.0):
    a, b = 2 * R_air, ratio * 2 * R_air
    M = np.array([[-(a + b) / layer_oxygen, b / layer_oxygen],
                  [b / film_oxygen, -b / film_oxygen]])
    slow = np.min(-np.linalg.eigvals(M).real)
    series = 1 / (1 / a + 1 / b) / film_oxygen
    assert abs(slow / series - 1) < 5e-3    # layer holds about 0.1% of oxygen
w0_needed = 19 * 2 * R_top / (1 - coverage(p_top, K0))

# ---------- neighbour repulsion on a square lattice ----------


def strip(width, y, bw):
    s = (np.arange(2**width)[:, None] >> np.arange(width)) & 1
    row_pairs = (s * np.roll(s, 1, axis=1)).sum(axis=1)
    half = y**(s.sum(axis=1) / 2) * np.exp(-bw * row_pairs / 2)
    return s, half[:, None] * half[None, :] * np.exp(-bw * (s @ s.T))


def empty_pair(width, y, bw):
    s, T = strip(width, y, bw)
    vec = eigh(T, subset_by_index=[len(T) - 1, len(T) - 1])[1][:, 0]
    prob = vec**2 / np.sum(vec**2)
    return prob @ ((1 - s[:, 0]) * (1 - s[:, 1])), prob @ s[:, 0]


y_top = np.sqrt(K0 * p_top)
assert abs(empty_pair(8, y_top, 0.0)[0] * (1 + y_top)**2 - 1) < 1e-8
bw_strong = beta0 * 0.05 * eV
assert abs(empty_pair(8, y_top, bw_strong)[0]
           / empty_pair(6, y_top, bw_strong)[0] - 1) < 0.02
# transfer matrix against explicit enumeration of a 4 x 4 torus
s4, T4 = strip(4, y_top, bw_strong)
diag = np.diag(np.linalg.matrix_power(T4, 4))
p_transfer = diag @ ((1 - s4[:, 0]) * (1 - s4[:, 1])) / diag.sum()
grid = ((np.arange(2**16)[:, None] >> np.arange(16)) & 1).reshape(-1, 4, 4)
bonds = (grid * np.roll(grid, 1, 1) + grid * np.roll(grid, 1, 2)).sum(axis=(1, 2))
w_grid = y_top**grid.sum(axis=(1, 2)).astype(float) * np.exp(-bw_strong * bonds)
p_enum = w_grid @ ((1 - grid[:, 0, 0]) * (1 - grid[:, 0, 1])) / w_grid.sum()
assert abs(p_transfer / p_enum - 1) < 1e-9

# ---------- charge limit from depletion ----------
depletion = np.sqrt(2 * permittivity * band_bending / (4 * np.pi * donor_density))
bending_check = quad(lambda x: 4 * np.pi * donor_density * x / permittivity,
                     0, depletion)[0]
assert abs(bending_check / band_bending - 1) < 1e-8
assert depletion < film_thickness
charged_fraction = donor_density * depletion / site_density

# ---------- printed numbers ----------
print(f"temperature: {temperature:.0f} K; kT: {1/beta0/eV:.5f} eV")
print(f"O2 mass: {mass*sc.m_e/sc.atomic_mass:.0f} u; bond: {bond_length/nm:.3f} nm")
print(f"vibrational quanta, O2 and adatom: {omega_gas/eV:.2f}, {omega_ad/eV:.2f} eV")
print(f"adsorption energy per O2: {E_ads/eV:.2f} eV; barrier: {E_barrier/eV:.2f} eV")
print(f"reactive fraction above barrier s0: {s0:.1f}")
print(f"site density: {site_density*nm**2:.1f} per nm^2")
print(f"film: {film_thickness/nm:.0f} nm, {oxygen_density*nm**3:.0f} O per nm^3")
print(f"thermal wavelength: {thermal_length(beta0)/nm:.5f} nm")
print(f"q_rot classical: {1/(2*rot_constant*beta0):.2f}; level sum: {rot_sum:.2f}")
print(f"q_vib of O2: {q_mode(beta0, omega_gas):.4f}")
print(f"q_ad of one adatom: {q_mode(beta0, omega_ad)**3:.3f}")
print(f"K: {K0*torr:.4f} per Torr; 1/K: {1/K0/torr:.3f} Torr")
print(f"k: {k0*torr/rate_unit:.5f} per nm^2 s Torr")
print(f"plateau k/K: {k0/K0/rate_unit:.4f} O2 per nm^2 s")
for p in (0.01 * torr, torr, 1 / K0, p_air, p_top):
    th = coverage(p, K0)
    print(f"p {p/torr:.4g} Torr: theta {th:.4f}, "
          f"R {one_way_rate(p, k0, K0)/rate_unit:.4g} /nm^2 s, order {1-th:.4f}")
print(f"Kp at 10% below linear: {x_linear:.5f}; below plateau: {1/x_linear:.1f}")
print(f"pressure 10% below linear law: {x_linear/K0/torr:.4f} Torr")
print(f"pressure 10% below plateau: {1/x_linear/K0/torr:.0f} Torr")
print(f"R at 760 Torr over plateau: {R_top*K0/k0:.4f}")
print(f"largest ring deviation from formula: {ring_error:.2e}")
print(f"Q = dlnK/dbeta: {heat_Q/eV:.4f} eV")
for p in (0.01 * torr, p_air, p_top):
    print(f"apparent activation energy at {p/torr:.4g} Torr: "
          f"{apparent_energy(p)/eV:.3f} eV")
tau = film_oxygen / (2 * R_air)
print(f"film exchange time at 150 Torr: {tau/second:.3g} s = {tau/second/3600:.2f} h")
D_scale = film_thickness**2 / tau / (nm**2 * second**-1) * 1e-14
print(f"diffusivity scale L^2/time to be exceeded: {D_scale:.2e} cm^2/s")
print(f"w0 for 5% loss at 760 Torr: {w0_needed/rate_unit:.2f} O per nm^2 s")
for w in (0.01, 0.05):
    bw = beta0 * w * eV
    P, th = empty_pair(8, y_top, bw)
    up = empty_pair(8, y_top * np.sqrt(1.01), bw)[0]
    dn = empty_pair(8, y_top / np.sqrt(1.01), bw)[0]
    order = 1 + np.log(up / dn) / (2 * np.log(1.01))
    print(f"repulsion {w:.2f} eV, 760 Torr: theta {th:.3f}, "
          f"R factor {P*(1+y_top)**2:.2f}, order {order:.3f}")
print(f"donors: {donor_density*nm**3*1e21:.1e} per cm^3; "
      f"relative permittivity: {permittivity:.0f}")
print(f"depletion width at {band_bending/eV:.0f} eV bending: {depletion/nm:.1f} nm")
print(f"largest singly charged coverage: {charged_fraction:.5f}")
print(f"K factor for 0.1 eV shift per adatom: {np.exp(2*beta0*0.1*eV):.1f}")
hot = one_way_rate(p_air, *constants_kK(1 / (kB * (temperature + 10))))
print(f"R factor for +10 K at 150 Torr: {hot/R_air:.3f}")
impact = p_top * np.sqrt(beta0 / (2 * np.pi * mass))
print(f"reaction probability per impact at 760 Torr: {R_top/impact:.2e}")
print("success")
```

Output:

```
temperature: 623 K; kT: 0.05369 eV
O2 mass: 32 u; bond: 0.121 nm
vibrational quanta, O2 and adatom: 0.20, 0.05 eV
adsorption energy per O2: 1.35 eV; barrier: 0.90 eV
reactive fraction above barrier s0: 0.1
site density: 5.0 per nm^2
film: 50 nm, 60 O per nm^3
thermal wavelength: 0.01236 nm
q_rot classical: 150.43; level sum: 150.59
q_vib of O2: 1.0247
q_ad of one adatom: 4.494
K: 0.1067 per Torr; 1/K: 9.376 Torr
k: 0.01304 per nm^2 s Torr
plateau k/K: 0.1223 O2 per nm^2 s
p 0.01 Torr: theta 0.0316, R 0.0001223 /nm^2 s, order 0.9684
p 1 Torr: theta 0.2462, R 0.007409 /nm^2 s, order 0.7538
p 9.376 Torr: theta 0.5000, R 0.03056 /nm^2 s, order 0.5000
p 150 Torr: theta 0.8000, R 0.07824 /nm^2 s, order 0.2000
p 760 Torr: theta 0.9000, R 0.09904 /nm^2 s, order 0.1000
Kp at 10% below linear: 0.00293; below plateau: 341.8
pressure 10% below linear law: 0.0274 Torr
pressure 10% below plateau: 3204 Torr
R at 760 Torr over plateau: 0.8101
largest ring deviation from formula: 1.93e-03
Q = dlnK/dbeta: 1.3478 eV
apparent activation energy at 0.01 Torr: 0.916 eV
apparent activation energy at 150 Torr: 1.951 eV
apparent activation energy at 760 Torr: 2.086 eV
film exchange time at 150 Torr: 1.92e+04 s = 5.33 h
diffusivity scale L^2/time to be exceeded: 1.30e-15 cm^2/s
w0 for 5% loss at 760 Torr: 37.65 O per nm^2 s
repulsion 0.01 eV, 760 Torr: theta 0.828, R factor 2.59, order 0.230
repulsion 0.05 eV, 760 Torr: theta 0.538, R factor 15.11, order 0.678
donors: 1.0e+18 per cm^3; relative permittivity: 10
depletion width at 1 eV bending: 33.2 nm
largest singly charged coverage: 0.00665
K factor for 0.1 eV shift per adatom: 41.5
R factor for +10 K at 150 Torr: 1.764
reaction probability per impact at 760 Torr: 5.24e-11
success
```
